**Quantum capacitance of one oxide subband, with its main corrections**

The program tests C_q = e²D[1 − exp(−n/(D kT))] with D = m/(πħ²), where n is the sheet density, m the in-plane mass and kT the thermal energy. It asserts agreement with explicit sums over the states of a periodic box at three densities at 300 K, and with the degenerate limit at 30 K. For m = 0.3 m0 the output gives 20.08 µF/cm² in the degenerate limit and 20.04 µF/cm² at 300 K and 2×10¹³ cm⁻². Further assertions cover the series law for the gate, the small-density limit of the film-thickness term, the finite-barrier levels and the film form factor. The exchange term, the nonparabolic factor and the disorder-averaged capacitance are each compared with numerical differences. The self-consistent thickness term is 11.16 µF/cm², so its inverse is 1.8 times that of C_q. With exchange included, the estimated channel response is 7.7 µF/cm²; correlation, image charges, traps and leakage are left out.

## Program and output

```python
"""
Result under test: one parabolic spin-degenerate 2D subband of mass m has
    C_q = e^2 dn/dmu = e^2 D [1 - exp(-n/(D kT))],  D = m/(pi hbar^2),
which tends to e^2 D, about 20 uF/cm^2 for m = 0.3 m0, when n >> D kT.
n: sheet density, mu: chemical potential from the subband edge (in eV here),
kT: thermal energy (eV), D: states per area and energy (1/(eV m^2) here).
Lengths are in m, densities in 1/m^2, capacitances in F/m^2.
Also sized: gate insulator in series, film thickness, exchange, second
subband, nonparabolicity and potential disorder.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import expit

e, hbar, m0, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
kT_per_K = const.k / e
TO_UF = 100.0                       # F/m^2 to uF/cm^2

# Model parameters (rough typical values for an ultrathin oxide channel)
mass_ratio = 0.3
mass = mass_ratio * m0
density = 2.0e17
temperature = 300.0
film = 2.0e-9
eps_film = 9.0 * eps0
t_ox = 5.0e-9
eps_ox = 18.0 * eps0
barrier = 2.0                       # eV
alpha = 0.3                         # 1/eV, nonparabolicity
sigma = 0.05                        # eV, rms potential disorder

kT = kT_per_K * temperature
D = mass / (np.pi * hbar**2) * e
C_deg = e * D


def mu_of_n(n, kt):
    x = n / (D * kt)
    return kt * (x + np.log(-np.expm1(-x)))


def cq_of_n(n, kt):
    return -C_deg * np.expm1(-n / (D * kt))


# --- Quantum capacitance from an explicit sum over states in a periodic box
def box_density(mu, kt, box, n_max):
    k = 2 * np.pi / box * np.arange(-n_max, n_max + 1)
    ek = hbar**2 * k**2 / (2 * mass * e)
    return 2 / box**2 * expit((mu - ek[:, None] - ek[None, :]) / kt).sum()


def box_capacitance(mu, kt, box, n_max, step=1e-4):
    upper = box_density(mu + step, kt, box, n_max)
    lower = box_density(mu - step, kt, box, n_max)
    return e * (upper - lower) / (2 * step)


n_99 = D * kT * np.log(100.0)
for n_test in (2.0e16, n_99, density):
    mu_test = mu_of_n(n_test, kT)
    assert np.isclose(box_density(mu_test, kT, 100e-9, 60), n_test, rtol=1e-6)
    c_sum = box_capacitance(mu_test, kT, 100e-9, 60)
    assert np.isclose(c_sum, cq_of_n(n_test, kT), rtol=2e-5)
fermi_energy = density / D
C_cold_sum = box_capacitance(fermi_energy, kT_per_K * 30.0, 800e-9, 300)
assert np.isclose(C_cold_sum, C_deg, rtol=1e-5)
assert abs(C_deg * TO_UF - 20.0) < 0.5

mu = mu_of_n(density, kT)
C_q = cq_of_n(density, kT)
k_F = np.sqrt(2 * np.pi * density)

# --- Gate insulator in series: invert the voltage balance numerically
C_ox = eps_ox / t_ox


def gate_voltage(n):
    return e * n / C_ox + mu_of_n(n, kT)


V_gate = gate_voltage(density)
dV = 1e-3
n_hi = brentq(lambda n: gate_voltage(n) - V_gate - dV, 1e16, 1e18, rtol=1e-13)
n_lo = brentq(lambda n: gate_voltage(n) - V_gate + dV, 1e16, 1e18, rtol=1e-13)
C_series = 1 / (1 / C_ox + 1 / C_q)
assert np.isclose(e * (n_hi - n_lo) / (2 * dV), C_series, rtol=1e-5)
field_ox = e * density / eps_ox


# --- Film levels by finite differences, energies in eV
def two_levels(potential, h):
    hop = hbar**2 / (2 * mass * h**2 * e)
    off = np.full(len(potential) - 1, -hop)
    return eigh_tridiagonal(2 * hop + potential, off,
                            select='i', select_range=(0, 1))


def film_levels(n, points=400):
    """Self-consistent hard-wall film; gate at z=0, zero field at z=film."""
    h = film / (points + 1)
    potential = np.zeros(points)
    last = np.inf
    for _ in range(120):
        levels, states = two_levels(potential, h)
        change, last = abs(levels[0] - last), levels[0]
        if change < 1e-11:
            break
        rho = np.concatenate(([0.0], states[:, 0]**2 / h, [0.0]))
        below = np.concatenate(([0.0], np.cumsum((rho[1:] + rho[:-1]) * h / 2)))
        beyond = 1 - below
        drop = np.cumsum((beyond[1:] + beyond[:-1]) * h / 2)[:-1]
        potential = 0.5 * potential + 0.5 * e * n / eps_film * drop
    assert change < 1e-9
    return levels


bare = film_levels(0.0)
E1_wall = (hbar * np.pi / film)**2 / (2 * mass * e)
assert np.allclose(bare, [E1_wall, 4 * E1_wall], rtol=1e-4)
inv_C_frozen = film / eps_film * (1 / 3 + 5 / (8 * np.pi**2))
small_n = 1.0e15
slope_small = (film_levels(small_n)[0] - bare[0]) / small_n
assert np.isclose(slope_small / e, inv_C_frozen, rtol=3e-3)
dn = 0.02 * density
slope = (film_levels(density + dn)[0] - film_levels(density - dn)[0]) / (2 * dn)
inv_C_film = slope / e
loaded = film_levels(density)

# --- Second subband when both faces have a finite barrier
z0 = film / 2 * np.sqrt(2 * mass * barrier * e) / hbar
z_even = brentq(lambda z: z * np.sin(z) - np.sqrt(z0**2 - z**2) * np.cos(z),
                1e-6, np.pi / 2)
z_odd = brentq(lambda z: z * np.cos(z) + np.sqrt(z0**2 - z**2) * np.sin(z),
               np.pi / 2, np.pi)
finite_levels = barrier * np.array([z_even, z_odd])**2 / z0**2
h_well = 1e-11
z_grid = -2e-9 + h_well * (np.arange(600) + 0.5)
well = np.where((z_grid > 0) & (z_grid < film), 0.0, barrier)
assert np.allclose(two_levels(well, h_well)[0], finite_levels, rtol=5e-3)
gap_finite = finite_levels[1] - finite_levels[0]
second_share = expit((mu - gap_finite) / kT)
assert second_share < 1e-3


# --- Exchange in the film, zero temperature, unperturbed hard-wall state
def form_factor(q):
    a = q * film
    s = 4 * np.pi**2 + a**2
    return (3 * a + 8 * np.pi**2 / a
            + 32 * np.pi**4 * np.expm1(-a) / (a**2 * s)) / s


u = (np.arange(600) + 0.5) / 600
weight = 2 * np.sin(np.pi * u)**2 / 600
for a_test in (0.5, 3.0):
    kernel = np.exp(-a_test * abs(u[:, None] - u[None, :]))
    assert np.isclose(weight @ kernel @ weight, form_factor(a_test / film),
                      rtol=1e-4)


def exchange_energy(n):
    """Energy per area (eV/m^2) from the overlap of two Fermi discs."""
    kf = np.sqrt(2 * np.pi * n)

    def integrand(t):
        overlap = np.pi / 2 - t - np.sin(t) * np.cos(t)
        return form_factor(2 * kf * np.sin(t)) * overlap * np.cos(t)
    value = quad(integrand, 0, np.pi / 2, epsabs=1e-12, epsrel=1e-11)[0]
    return -e / (2 * eps_film) * 4 * kf**3 * value / (2 * np.pi)**3


thickness_factor = quad(lambda t: form_factor(2 * k_F * np.sin(t)) * np.sin(t),
                        0, np.pi / 2)[0]
inv_C_x_sheet = -1 / (2 * np.pi * eps_film * k_F)
inv_C_x = inv_C_x_sheet * thickness_factor
second_difference = (exchange_energy(density + dn) - 2 * exchange_energy(density)
                     + exchange_energy(density - dn)) / dn**2
assert np.isclose(second_difference / e, inv_C_x, rtol=2e-3)

C_channel = 1 / (1 / C_q + inv_C_film + inv_C_x)
C_total = 1 / (1 / C_ox + 1 / C_channel)

# --- Nonparabolic subband: E(1 + alpha E) = hbar^2 k^2/(2m)
nonpar_factor = np.sqrt(1 + 4 * alpha * fermi_energy)


def nonparabolic_energy(n):
    kinetic = hbar**2 * 2 * np.pi * n / (2 * mass * e)
    return brentq(lambda en: en * (1 + alpha * en) - kinetic, 0, 2, xtol=1e-14)


dE = nonparabolic_energy(density + dn) - nonparabolic_energy(density - dn)
assert np.isclose(e * 2 * dn / dE / C_deg, nonpar_factor, rtol=1e-4)

# --- Gaussian potential disorder at the same mean density
shift = np.linspace(-8 * sigma, 8 * sigma, 4001)
gauss = np.exp(-shift**2 / (2 * sigma**2))
gauss /= gauss.sum()


def disordered_density(m):
    return D * kT * (gauss @ np.logaddexp(0, (m - shift) / kT))


mu_dis = brentq(lambda m: disordered_density(m) - density, -0.5, 1.0)
C_dis = C_deg * (gauss @ expit((mu_dis - shift) / kT))
numeric = (disordered_density(mu_dis + 1e-4)
           - disordered_density(mu_dis - 1e-4)) / 2e-4
assert np.isclose(e * numeric, C_dis, rtol=1e-4)


def show(label, value, unit, form=".4g"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("mass ratio m/m0", mass_ratio, "")
show("elementary charge", e, "C", ".6e")
show("reduced Planck constant", hbar, "J s", ".6e")
show("electron mass m0", m0, "kg", ".6e")
show("sheet density", density / 1e4, "cm^-2", ".3e")
show("temperature", temperature, "K")
show("thermal energy kT", kT, "eV", ".5f")
show("density of states D, SI", D / e, "J^-1 m^-2", ".4e")
show("density of states D", D / 1e4, "eV^-1 cm^-2", ".4e")
show("degenerate C_q, SI", C_deg, "F/m^2", ".5f")
show("degenerate C_q", C_deg * TO_UF, "uF/cm^2", ".3f")
show("degenerate C_q per unit m/m0", C_deg * TO_UF / mass_ratio, "uF/cm^2", ".2f")
show("C_q from state sum at 30 K", C_cold_sum * TO_UF, "uF/cm^2", ".3f")
show("D kT", D * kT / 1e4, "cm^-2", ".3e")
show("n/(D kT)", density / (D * kT), "", ".3f")
show("density for 99 % of limit", n_99 / 1e4, "cm^-2", ".3e")
show("Fermi energy n/D", fermi_energy, "eV", ".4f")
show("chemical potential at 300 K", mu, "eV", ".4f")
show("Fermi wavenumber", k_F * 1e-9, "nm^-1", ".4f")
show("C_q at 300 K", C_q * TO_UF, "uF/cm^2", ".3f")
show("thermal reduction of C_q", 100 * (1 - C_q / C_deg), "%", ".3f")
show("insulator thickness", t_ox * 1e9, "nm")
show("insulator relative permittivity", eps_ox / eps0, "")
show("insulator capacitance", C_ox * TO_UF, "uF/cm^2", ".3f")
show("insulator and C_q in series", C_series * TO_UF, "uF/cm^2", ".3f")
show("loss due to C_q", 100 * (1 - C_series / C_ox), "%", ".2f")
show("insulator field", field_ox / 1e8, "MV/cm", ".3f")
show("film thickness", film * 1e9, "nm")
show("film relative permittivity", eps_film / eps0, "")
show("subband gap, hard walls, empty", bare[1] - bare[0], "eV", ".3f")
show("subband gap, hard walls, filled", loaded[1] - loaded[0], "eV", ".3f")
show("finite barrier", barrier, "eV")
show("subband gap, finite barrier", gap_finite, "eV", ".3f")
show("second-subband C_q / degenerate C_q", second_share, "", ".2e")
show("thickness term, frozen state", TO_UF / inv_C_frozen, "uF/cm^2", ".3f")
show("thickness term, self-consistent", TO_UF / inv_C_film, "uF/cm^2", ".3f")
show("thickness inverse / inverse C_q", inv_C_film * C_q, "", ".3f")
show("exchange inverse / inverse C_q, sheet", inv_C_x_sheet * C_q, "", ".3f")
show("exchange thickness factor", thickness_factor, "", ".3f")
show("exchange inverse / inverse C_q, film", inv_C_x * C_q, "", ".3f")
show("channel response, all three terms", C_channel * TO_UF, "uF/cm^2", ".3f")
show("gate total, all three terms", C_total * TO_UF, "uF/cm^2", ".3f")
show("nonparabolicity", alpha, "eV^-1")
show("nonparabolic factor on C_q", nonpar_factor, "", ".4f")
show("rms disorder", sigma, "eV")
show("C_q with disorder at 300 K", C_dis * TO_UF, "uF/cm^2", ".3f")
print("finished without a failed check")
```

It prints:

```
mass ratio m/m0: 0.3
elementary charge: 1.602177e-19 C
reduced Planck constant: 1.054572e-34 J s
electron mass m0: 9.109384e-31 kg
sheet density: 2.000e+13 cm^-2
temperature: 300 K
thermal energy kT: 0.02585 eV
density of states D, SI: 7.8218e+36 J^-1 m^-2
density of states D: 1.2532e+14 eV^-1 cm^-2
degenerate C_q, SI: 0.20078 F/m^2
degenerate C_q: 20.078 uF/cm^2
degenerate C_q per unit m/m0: 66.93 uF/cm^2
C_q from state sum at 30 K: 20.078 uF/cm^2
D kT: 3.240e+12 cm^-2
n/(D kT): 6.173
density for 99 % of limit: 1.492e+13 cm^-2
Fermi energy n/D: 0.1596 eV
chemical potential at 300 K: 0.1595 eV
Fermi wavenumber: 1.1210 nm^-1
C_q at 300 K: 20.037 uF/cm^2
thermal reduction of C_q: 0.208 %
insulator thickness: 5 nm
insulator relative permittivity: 18
insulator capacitance: 3.188 uF/cm^2
insulator and C_q in series: 2.750 uF/cm^2
loss due to C_q: 13.73 %
insulator field: 2.011 MV/cm
film thickness: 2 nm
film relative permittivity: 9
subband gap, hard walls, empty: 0.940 eV
subband gap, hard walls, filled: 0.921 eV
finite barrier: 2 eV
subband gap, finite barrier: 0.576 eV
second-subband C_q / degenerate C_q: 1.00e-07
thickness term, frozen state: 10.045 uF/cm^2
thickness term, self-consistent: 11.163 uF/cm^2
thickness inverse / inverse C_q: 1.795
exchange inverse / inverse C_q, sheet: -0.357
exchange thickness factor: 0.556
exchange inverse / inverse C_q, film: -0.199
channel response, all three terms: 7.717 uF/cm^2
gate total, all three terms: 2.256 uF/cm^2
nonparabolicity: 0.3 eV^-1
nonparabolic factor on C_q: 1.0916
rms disorder: 0.05 eV
C_q with disorder at 300 K: 19.852 uF/cm^2
finished without a failed check
```
